# Neutron magnetic form factor and a crystal-field line of Sm³⁺, part 2

A \(4f^n\) ion has one radial function \(u(r)\), \(\int u^2dr=1\), pure LS coupling and only its Hund's-rule multiplet \((L,S,J)\), with Landé factor \(g\). Unpolarised neutrons transfer momentum \(\mathbf Q\). We seek (a) the normalised form factor \(F\) of the part of the scattering operator proportional to \(\mathbf J\); (b) where it is largest for Sm³⁺; (c) the powder intensity, against \(Q\), of the ground doublet–quartet transition in a cubic field \(B_4(O_4^0+5O_4^4)\), \(B_4>0\).

Here \(\hbar=1\), \(x=Qr\), \(\langle j_k\rangle=\int u^2j_k(Qr)\,dr\), \(\mathbf a_\perp=\mathbf a-\hat{\mathbf Q}(\hat{\mathbf Q}\cdot\mathbf a)\), and a bar averages over \(\hat{\mathbf Q}\). The operator and the intensity per ion and steradian (populations \(p_i\), classical electron radius \(r_0\), neutron moment \(-\gamma\mu_N\boldsymbol\sigma\)) are
\[\mathbf M_\perp(\mathbf Q)=\sum_i e^{i\mathbf Q\cdot\mathbf r_i}\Big[2\,\mathbf s_{i\perp}+\frac{2i}{Q}\,\mathbf p_i\times\hat{\mathbf Q}\Big].\tag{1}\]
\[I=\Big(\frac{\gamma r_0}{2}\Big)^2\sum_{i,f}p_i\,\big|\langle f|\mathbf M_\perp|i\rangle\big|^2\tag{2}\]
Earlier results, with \(\mathbf T=\sum_i[\mathbf s-3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)]_i=\tau\mathbf J\) within the multiplet:
\[j_0+j_2=\frac{3\sin x}{x^3}-\frac{3\cos x}{x^2}=\frac{3j_1}{x}.\tag{3}\]
\[\overline{\mathbf M_\perp}=\tfrac23\big[\langle j_0\rangle(\mathbf L+2\mathbf S)+\langle j_2\rangle(\mathbf L-\mathbf T)\big].\tag{4}\]
\[\mathbf M_\perp=gF(Q)\,\mathbf J_\perp+\mathbf R,\qquad\hat{\mathbf Q}\cdot\mathbf R=0.\tag{5}\]
\[F=\langle j_0\rangle+C_2\langle j_2\rangle,\qquad C_2=\frac{2-g-\tau}{g}.\tag{6}\]
\(\mathbf R\) holds the tensors in \(\mathbf J\) of rank above 1, and \(\overline{\mathbf R}=0\). The dipole form drops \(\mathbf T\) and \(\mathbf R\):
\[f=\langle j_0\rangle+\Big(\frac2g-1\Big)\langle j_2\rangle.\tag{7}\]
For maximal spin, \(n\le7\),
\[\tau=-\frac{3\kappa}{n}\Big[\lambda(2-g)-\tfrac13L(L+1)(g-1)\Big],\tag{8}\]
where \(\lambda\) is the value of \(\mathbf L\cdot\mathbf S\) and \(\kappa\) is defined by \(\sum_i(\hat r_a\hat r_b-\tfrac13\delta_{ab})_i=\kappa[\tfrac12\{L_a,L_b\}-\tfrac13L(L+1)\delta_{ab}]\).

The faulty "tempting solution" puts \(\mathbf l_i+2\mathbf s_i\) at each electron's position and gets the form factor \(\langle j_0\rangle\) for every ion.

Sm³⁺ (\(4f^5\), \(^6H_{5/2}\)) has \(L=5\), \(S=J=5/2\), \(g=2/7\), \(\kappa=2/135\), \(\lambda=-15\), \(\tau=52/315\), \(C_2=244/45=5.422\) and dipole coefficient 6. Within the multiplet \(\mathbf S=(g-1)\mathbf J\) and \(\mathbf L=(2-g)\mathbf J\).

### Position of the maximum

The series of sine and cosine give \(j_0=1-x^2/6+\dots\) and \(\sin x-x\cos x=x^3/3-x^5/30+\dots\), so \(3j_1/x=1-x^2/10+\dots\) and, by (3), \(j_2=x^2/6-x^2/10=x^2/15\) at leading order. For any coefficient \(C\),
\[\langle j_0\rangle+C\langle j_2\rangle=1+Q^2\langle r^2\rangle\Big(\frac{C}{15}-\frac16\Big)+O(Q^4).\tag{9}\]
The form factor rises from \(Q=0\) when \(C>5/2\) and falls when \(C<5/2\), whatever \(u\) is. In the dipole form the condition for a rise is \(2/g>7/2\), that is \(0<g<4/7\). At large \(Q\) the functions \(j_k(Qr)\) tend to zero for every \(r>0\) and are bounded by 1 (they are averages of \(e^{ix\mu}\) times Legendre polynomials), so \(\langle j_k\rangle\to0\) by dominated convergence. A continuous function that starts at 1, exceeds 1 and tends to zero has its maximum at finite, nonzero \(Q\). For Sm³⁺ both 6 and 244/45 exceed 5/2, so both \(f\) and \(F\) peak at finite \(Q\), which answers (b).

The cause appears when (7) is multiplied by \(gJ\) and regrouped, using \(gJ=\langle L_z\rangle+2\langle S_z\rangle\) and \((2-g)J=\langle L_z\rangle\) at \(M=J\):
\[gJf=2\langle S_z\rangle\langle j_0\rangle+\langle L_z\rangle\big(\langle j_0\rangle+\langle j_2\rangle\big)=-\tfrac{25}{7}\langle j_0\rangle+\tfrac{30}{7}\big(\langle j_0\rangle+\langle j_2\rangle\big).\tag{10}\]
At \(Q=0\) the two parts cancel to \(5/7\). At order \(Q^2\) the opposing spin part loses \(\tfrac{25}{7}\cdot\tfrac16=\tfrac{25}{42}\) in units of \(Q^2\langle r^2\rangle\), and the orbital part loses \(\tfrac{30}{7}\cdot\tfrac1{10}=\tfrac{18}{42}\), so the difference gains \(\tfrac7{42}\). Both ingredients are needed. With equal radial factors, as in the tempting solution, (10) collapses to \(\tfrac57\langle j_0\rangle\). With the same \(L\) and \(S\) coupled parallel, \(J=15/2\), \(g=4/3\) and the dipole coefficient is 1/2, so both parts have one sign and fall together. Antiparallel coupling alone is not enough: Ce³⁺, Pr³⁺, Nd³⁺ and Pm³⁺ have \(g=6/7,\ 4/5,\ 8/11,\ 3/5\), all above 4/7, and their full coefficients also stay below 5/2. Equation (9) shows only that their form factors start downward; that no later maximum exceeds 1 was tested numerically, for these coefficients and for the parallel case, with the Sm³⁺ radial function up to 25 Å⁻¹. In the limit of complete cancellation, \(g\to0\), the normalised form factor loses its meaning but \(gf=g\langle j_0\rangle+(2-g)\langle j_2\rangle\to2\langle j_2\rangle\) stays finite: an ion with \(J\neq0\) whose spin and orbital moments cancel (with \(\mathbf T\) kept, the limit is \((2-\tau)\langle j_2\rangle\)) would in general still scatter at finite \(Q\).

### Numbers for Sm³⁺

The radial function is that of the free ion in a non-relativistic, spherical, spin-unpolarised local-density calculation (Slater exchange, VWN correlation). It gives \(\langle r^2\rangle=0.2669\) Å\(^2\) (0.953 bohr\(^2\)). The \(Q^2\) coefficients are then \(-0.2669/6=-0.0445\) Å\(^2\) for the spin factor, \(-0.2669/10=-0.0267\) Å\(^2\) for the orbital one, \(0.2669\,(6/15-1/6)=0.0623\) Å\(^2\) for \(f\) and \(0.2669\,(5.422/15-1/6)=0.0520\) Å\(^2\) for \(F\). The last two columns below are the two terms of (10), in units of \(-\mu_B\).

| \(Q\) (Å⁻¹) | \(\langle j_0\rangle\) | \(\langle j_2\rangle\) | \(f\) | \(F\) | spin | orbital |
|---|---|---|---|---|---|---|
| 0 | 1.000 | 0.000 | 1.000 | 1.000 | −3.571 | 4.286 |
| 2 | 0.843 | 0.060 | 1.201 | 1.166 | −3.009 | 3.867 |
| 4 | 0.535 | 0.153 | 1.452 | 1.364 | −1.909 | 2.947 |
| 5 | 0.394 | 0.181 | 1.481 | 1.376 | −1.407 | 2.465 |
| 8 | 0.119 | 0.186 | 1.235 | 1.128 | −0.426 | 1.308 |
| 12 | −0.003 | 0.118 | 0.707 | 0.639 | 0.011 | 0.494 |

At 5 Å⁻¹ the spin part has kept \(1.407/3.571=39\%\) of its size at \(Q=0\) and the orbital part \(2.465/4.286=58\%\). Their sum is 1.058, and \(1.058/0.7143=1.481=f\). The dipole form peaks at 4.9 Å⁻¹, where \(f=0.4078+6\times0.1789=1.48\). The full rank-1 form peaks at 4.7 Å⁻¹, where \(F=0.4354+5.422\times0.1740=1.38\). At either peak the \(\langle j_2\rangle\) term supplies more than two thirds of the height.

### The crystal-field line

With \(X=35/4\), \(O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X\) and \(O_4^4=\tfrac12(J_+^4+J_-^4)\). The diagonal values of \(O_4^0\) are 60, −180 and 120 for \(|M|=5/2,3/2,1/2\). The operator \(J_+^4\) links \(-3/2\) to \(5/2\) with element \(\sqrt8\cdot3\cdot\sqrt8\cdot\sqrt5=24\sqrt5\), which \(5O_4^4\) multiplies by 5/2. In the basis \(|5/2\rangle,|{-3/2}\rangle\), and likewise with reversed signs of \(M\), the block is
\[60\begin{pmatrix}1&\sqrt5\\\sqrt5&-3\end{pmatrix},\]
whose matrix factor has trace −2 and determinant −8, so the eigenvalues are \(60\times(-4)=-240\) and \(60\times2=120\). The level −240 is the doublet \(\Gamma_7\); the level 120, joined by \(|\pm1/2\rangle\), is the quartet \(\Gamma_8\). The eigenvector condition \(5a+\sqrt5\,b=0\) gives \(\sqrt{1/6}\,|5/2\rangle-\sqrt{5/6}\,|{-3/2}\rangle\) and its partner with \(M\) reversed. The states do not depend on \(B_4\), and a sixth-order term has no elements for \(2J=5\).

In this state \(\langle J_z\rangle=\tfrac5{12}-\tfrac{15}{12}=-\tfrac56\), the partner has \(+\tfrac56\), and \(J_z\) does not connect the two. Cubic symmetry makes the three axes equivalent, so \(\sum|\langle f|\mathbf J|i\rangle|^2\) within the doublet is \(3\cdot2\cdot\tfrac{25}{36}=\tfrac{25}6\). Summed over all final states it is \(2X=\tfrac{35}2\). The difference, \(\tfrac{40}3\), goes to \(\Gamma_8\), and with \(p_i=\tfrac12\) the strength is \(\tfrac{20}3\).

A powder averages (2) over \(\hat{\mathbf Q}\). Insert (5). Because \(\mathbf R\) is transverse, the cross term contains \(\sum_a\langle f|J_{\perp a}|i\rangle^*\langle f|R_a|i\rangle=\sum_a\langle f|J_a|i\rangle^*\langle f|R_a|i\rangle\), whose average vanishes with \(\overline{\mathbf R}\). The average of \(|\mathbf J_\perp|^2\) is \(\tfrac23|\mathbf J|^2\). Hence
\[I(Q)=\Big(\frac{\gamma r_0}2\Big)^2\Big[\tfrac23\,g^2F^2\cdot\tfrac{20}3+\tfrac12\sum_{i,f}\overline{|\langle f|\mathbf R|i\rangle|^2}\Big].\tag{11}\]
The second term cannot be negative and vanishes at \(Q=0\), so the rank-1 term is a lower bound on the powder intensity that is attained at \(Q=0\). The absence of interference is a property of the average; for one direction in a single crystal the cross term need not vanish.

With \((\gamma r_0/2)^2=(2.6954\ \mathrm{fm})^2=72.653\) mb, \(I(0)=72.653\times\tfrac23\times\tfrac4{49}\times6.6667=26.36\) mb/sr. At 4 Å⁻¹ the dipole form gives \(26.36\times1.4521^2=55.6\) mb/sr and the rank-1 form \(26.36\times1.3638^2=49.0\) mb/sr. The tempting solution gives \(26.36\times0.5346^2=7.5\) mb/sr. The last column below evaluates (1) by quadrature over the electron coordinates in five-electron determinant states, with no expansion in ranks; intensities are in mb/sr.

| \(Q\) (Å⁻¹) | dipole | rank 1 | all ranks |
|---|---|---|---|
| 1 | 29.56 | 29.01 | 29.01 |
| 2 | 37.99 | 35.84 | 35.85 |
| 4 | 55.58 | 49.03 | 49.09 |
| 6 | 54.84 | 46.65 | 46.78 |
| 8 | 40.23 | 33.53 | 33.69 |

The answer to (c), in this model, is a line that grows from 26 mb/sr to 50 mb/sr at 4.7 Å⁻¹, a factor \(50.22/26.36=1.9\), and at 8 Å⁻¹ is still stronger than at \(Q=0\). At 4 Å⁻¹ the tempting value is too small by the factor \(49.09/7.5=6.5\). The dipole form has the right shape but lies above the all-rank intensity by 13% of the latter at 4 Å⁻¹ and 19% at 8 Å⁻¹; its peak is \(26.36\times2.194=57.8\) mb/sr. Of the two things it drops, \(\mathbf T\) accounts for this excess. The higher ranks act in the opposite direction and are small: 0.16 mb/sr at 8 Å⁻¹, about 0.5% of the total, and less at the smaller \(Q\) listed. One might have expected a larger share, since the rank-1 term carries the small factor \(g^2\). The share is a computed result for this transition and this ion; it is not derived here and should not be assumed for others.

The numerical check tests (4) and the direction-by-direction form of the rank-1 part against the quadrature of (1), the limit \(g\mathbf J_\perp\) at 0.02 Å⁻¹, the values of \(g\) and \(\tau\) against determinant states for \(n=1\) to 5, the curvature (9) on both sides of 5/2, and the absence of interference in (11).

### Conditions on the result

The existence of the peak rests on \(C_2>5/2\) and holds for any \(u\). Its position does not: stretching \(u\) by a factor \(\beta\) replaces \(\langle j_k\rangle(Q)\) by \(\langle j_k\rangle(\beta Q)\), which moves the peak to \(Q/\beta\) at unchanged height. Relativity, spin polarisation and the host all change \(u\) and are absent from the calculation, so the two figures quoted for the peak position belong to this level of theory.

The coefficient itself assumes a pure \(^6H_{5/2}\) multiplet, and a small \(g\) makes it sensitive to admixtures. The level \(^6H_{7/2}\) lies only roughly 0.1 eV higher, and crystal, exchange or applied fields mix it in. Between different multiplets \(\mathbf J\) has no elements, so there \(\mathbf L=-\mathbf S\), and (4) without \(\mathbf T\) becomes \(\tfrac23(\langle j_0\rangle-\langle j_2\rangle)\,\mathbf S\). This contribution is not reduced by \(g\), and by (9) with \(C=-1\) it falls from \(Q=0\). Where such mixing supplies a noticeable part of the moment or of the transition element, the form factor is a weighted sum of the two shapes, and neither (6) nor (7) applies without that term. Intermediate coupling changes \(g\) and \(\tau\) and invalidates (8), which needs maximal spin. For a saturated state, or for one direction in a single crystal, \(\mathbf R\) enters the amplitude linearly, and its smallness in the powder intensity, where it enters squared, does not carry over.

## Calculated quantities

```
ion: L S J g tau C2_dipole C2_full (dimensionless)
Ce3+: 3 1/2 5/2 6/7 -8/35 4/3=1.3333 8/5=1.6000
Pr3+: 5 1 4 4/5 -26/225 3/2=1.5000 74/45=1.6444
Nd3+: 6 3/2 9/2 8/11 -14/363 7/4=1.7500 119/66=1.8030
Pm3+: 6 2 4 3/5 7/165 7/3=2.3333 224/99=2.2626
Sm3+: 5 5/2 5/2 2/7 52/315 6=6.0000 244/45=5.4222
Sm3+: kappa = 2/135, lambda = -15; control J = 15/2: g = 4/3, C2 = 1/2
<Lz> = 4.2857, 2<Sz> = -3.5714, <Tz> = 0.4127, gJ = 0.7143 (M = J)
LDA: e_4f = -1.3462 hartree, virial residual/T = -7.5e-07
<r^2>_4f = 0.2669 A^2 (= 0.9531 bohr^2)
Q^2 coefficients (A^2): spin -0.0445, orbital -0.0267, f 0.0623, F 0.0520
Q(1/A)  <j0>  <j2>  f_dipole  F_full  spin(muB)  orbital(muB)
 0.0 1.0000 0.0000 1.0000 1.0000 -3.5714 4.2857
 1.0 0.9569 0.0170 1.0589 1.0491 -3.4176 4.1739
 2.0 0.8426 0.0597 1.2005 1.1661 -3.0094 3.8669
 3.0 0.6910 0.1101 1.3513 1.2877 -2.4678 3.4330
 4.0 0.5346 0.1529 1.4521 1.3638 -1.9093 2.9465
 5.0 0.3941 0.1811 1.4808 1.3761 -1.4074 2.4651
 6.0 0.2780 0.1941 1.4424 1.3303 -0.9927 2.0230
 8.0 0.1193 0.1860 1.2354 1.1279 -0.4259 1.3083
10.0 0.0354 0.1547 0.9638 0.8744 -0.1265 0.8149
12.0 -0.0032 0.1183 0.7069 0.6386 0.0113 0.4937
peak of dipole f: Q = 4.895 1/A, height = 1.4811, squared = 2.1938, <j0> = 0.4078, <j2> = 0.1789
peak of full rank-1 F: Q = 4.689 1/A, height = 1.3791, squared = 1.9019, <j0> = 0.4354, <j2> = 0.1740
gamma r0/2 = 2.6954 fm, squared = 72.653 mb
O40+5 O44 eigenvalues: -240.0 (x2), 120.0 (x4); (1/2)sum|<G8|J|G7>|^2 = 6.6667
G7->G8 powder intensity at Q = 0: 26.36 mb/sr
Q(1/A)  I_dipole  I_rank1  I_all ranks (mb/sr)
 1.0 29.56 29.01 29.01
 2.0 37.99 35.84 35.85
 4.0 55.58 49.03 49.09
 6.0 54.84 46.65 46.78
 8.0 40.23 33.53 33.69
peak of all-rank intensity: Q = 4.70 1/A, I = 50.22 mb/sr
```
